# Partial time reversal and separability of rotationally invariant two-spin states: verification in Python

```python
"""Partial time reversal of rotationally invariant states of two spins.

State: rho = sum_J p_J P_J/(2J+1), P_J = projector on total spin J (hbar = 1).
Theta reverses spin 2 only: B -> V B^T V^dagger, V = exp(-i pi S_y).
Result under test: the weights of Theta(rho) are p'_K = sum_J R_KJ p_J with
R_KJ = (-1)^(2 j1 + 2 j2) (2K+1) {j1 j2 J; j1 j2 K}.
For j1 = j, j2 = 1/2 the state is separable if and only if Theta(rho) >= 0,
which means p_(j-1/2) <= 2j/(2j+1). For two spins 3/2 this test can fail.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import brentq
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j


def half(x):
    return Rational(int(round(2 * x)), 2)


def spin_matrices(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    return [sx.astype(complex), sy, np.diag(m).astype(complex)]


def exchange_operator(j1, j2):
    return sum(np.kron(a, b) for a, b in
               zip(spin_matrices(j1), spin_matrices(j2)))


def total_spins(j1, j2):
    return [abs(j1 - j2) + k for k in range(int(round(2 * min(j1, j2))) + 1)]


def projectors(j1, j2):
    d1, d2 = int(round(2 * j1)) + 1, int(round(2 * j2)) + 1
    total = [np.kron(a, np.eye(d2)) + np.kron(np.eye(d1), b)
             for a, b in zip(spin_matrices(j1), spin_matrices(j2))]
    values, vectors = np.linalg.eigh(sum(t @ t for t in total))
    result = []
    for J in total_spins(j1, j2):
        v = vectors[:, np.abs(values - J * (J + 1)) < 1e-8]
        assert v.shape[1] == int(round(2 * J)) + 1
        result.append(v @ v.conj().T)
    return result


def partial_transpose(op, d1, d2):
    return op.reshape(d1, d2, d1, d2).transpose(0, 3, 2, 1).reshape(
        d1 * d2, d1 * d2)


def reversal_matrix(j):
    return expm(-1j * np.pi * spin_matrices(j)[1])


def partial_reversal(op, j1, j2):
    d1, d2 = int(round(2 * j1)) + 1, int(round(2 * j2)) + 1
    V = np.kron(np.eye(d1), reversal_matrix(j2))
    return V @ partial_transpose(op, d1, d2) @ V.conj().T


def weight_matrix_6j(j1, j2):
    Js = total_spins(j1, j2)
    sign = (-1) ** int(round(2 * (j1 + j2)))
    return np.array([[sign * (2 * K + 1) * float(wigner_6j(
        half(j1), half(j2), half(J), half(j1), half(j2), half(K)))
        for J in Js] for K in Js])


# Time reversal changes the sign of every spin component
for j in (0.5, 1.0, 1.5, 2.0):
    V = reversal_matrix(j)
    for S in spin_matrices(j):
        assert np.allclose(V @ S.T @ V.conj().T, -S, atol=1e-12)

# The 6j weight matrix against the matrix definition of Theta
pairs = [(0.5, 0.5), (1.0, 0.5), (1.5, 0.5), (1.0, 1.0),
         (1.5, 1.0), (2.0, 1.5), (1.5, 1.5)]
largest_error = 0.0
for j1, j2 in pairs:
    P = projectors(j1, j2)
    R = weight_matrix_6j(j1, j2)
    dims = [np.trace(p).real for p in P]
    for b, PJ in enumerate(P):
        direct = partial_reversal(PJ / dims[b], j1, j2)
        formula = sum(R[a, b] * P[a] / dims[a] for a in range(len(P)))
        largest_error = max(largest_error, np.abs(direct - formula).max())
    assert np.allclose(R @ R, np.eye(len(P)), atol=1e-12)
    assert np.allclose(R.sum(axis=0), 1, atol=1e-12)
assert largest_error < 1e-11


def sixj_from_3j(a, b, c, d, e, f):
    """Defining sum of four 3j symbols, over all magnetic numbers."""
    total = 0.0
    for al in np.arange(-a, a + 1):
        for be in np.arange(-b, b + 1):
            for de in np.arange(-d, d + 1):
                ga, ph = -al - be, de + be
                ep = al + ph
                if abs(ga) > c or abs(ph) > f or abs(ep) > e:
                    continue
                power = a + b + c + d + e + f - (al + be + ga + de + ep + ph)
                term = (-1.0) ** int(round(power))
                for js, ms in (((a, b, c), (-al, -be, -ga)),
                               ((a, e, f), (al, -ep, ph)),
                               ((d, b, f), (de, be, -ph)),
                               ((d, e, c), (-de, ep, ga))):
                    term *= float(wigner_3j(*map(half, js), *map(half, ms)))
                total += term
    return total


for J, K in ((0.5, 1.5), (1.5, 1.5), (2.5, 0.5)):
    library = float(wigner_6j(*map(half, (1.5, 1.0, J, 1.5, 1.0, K))))
    assert abs(sixj_from_3j(1.5, 1.0, J, 1.5, 1.0, K) - library) < 1e-12


def direction_average(j, orientation):
    """Average of product states |j,n>|1/2,+n> or |j,n>|1/2,-n> over n."""
    A, B = spin_matrices(j), spin_matrices(0.5)
    top = np.eye(len(A[0]))[:, 0]
    small = np.eye(2)[:, 0 if orientation > 0 else 1]
    nodes, weights = np.polynomial.legendre.leggauss(6)
    n_phi = 12
    rho = 0
    for x, w in zip(nodes, weights):
        u = expm(-1j * np.arccos(x) * A[1]) @ top
        v = expm(-1j * np.arccos(x) * B[1]) @ small
        for phi in 2 * np.pi * np.arange(n_phi) / n_phi:
            state = np.kron(np.exp(-1j * phi * np.diag(A[2])) * u,
                            np.exp(-1j * phi * np.diag(B[2])) * v)
            rho = rho + w / (2 * n_phi) * np.outer(state, state.conj())
    return rho


# One spin 1/2: threshold, reversed weights and separable end points
rng = np.random.default_rng(4)
for j in (0.5, 1.0, 1.5, 2.0, 2.5):
    P_low, P_high = projectors(j, 0.5)
    edge = 2 * j / (2 * j + 1)
    sj = exchange_operator(j, 0.5)
    one = np.eye(len(sj))
    assert np.allclose(P_low, (j * one - 2 * sj) / (2 * j + 1), atol=1e-11)
    assert np.allclose(P_high, ((j + 1) * one + 2 * sj) / (2 * j + 1),
                       atol=1e-11)
    for p in (0.0, 0.3, edge, 0.95, 1.0):
        rho = p * P_low / (2 * j) + (1 - p) * P_high / (2 * j + 2)
        reversed_rho = partial_reversal(rho, j, 0.5)
        assert abs(np.trace(P_low @ reversed_rho).real - (edge - p)) < 1e-11
        assert abs(np.trace(P_high @ reversed_rho).real
                   - (1 / (2 * j + 1) + p)) < 1e-11
        ev = np.linalg.eigvalsh(
            partial_transpose(rho, int(round(2 * j)) + 1, 2))
        assert abs(-ev[ev < 0].sum() - max(0, p - edge)) < 1e-11
    assert np.allclose(direction_average(j, +1), P_high / (2 * j + 2),
                       atol=1e-11)
    assert np.allclose(direction_average(j, -1), edge * P_low / (2 * j)
                       + (1 - edge) * P_high / (2 * j + 2), atol=1e-11)
    for _ in range(200):
        a = rng.normal(size=int(round(2 * j)) + 1) + 1j * rng.normal(
            size=int(round(2 * j)) + 1)
        b = rng.normal(size=2) + 1j * rng.normal(size=2)
        ab = np.kron(a / np.linalg.norm(a), b / np.linalg.norm(b))
        assert (ab.conj() @ P_low @ ab).real <= edge + 1e-12

# Worked example: thermal state of H = A s.j with j = 3/2
j, A_eV = 1.5, 0.010
edge = 2 * j / (2 * j + 1)
P_low, P_high = projectors(j, 0.5)
sj = exchange_operator(j, 0.5)


def thermal_state(coupling, kT):
    energies, states = np.linalg.eigh(coupling * sj)
    boltzmann = np.exp(-(energies - energies[0]) / kT)
    return (states * (boltzmann / boltzmann.sum())) @ states.conj().T


def lowest_transposed(coupling, kT):
    return np.linalg.eigvalsh(
        partial_transpose(thermal_state(coupling, kT), 4, 2))[0]


levels = np.linalg.eigvalsh(A_eV * sj)
gap = levels[-1] - levels[0]
assert abs(gap - A_eV * (2 * j + 1) / 2) < 1e-13
kT_star = gap / np.log(2 * j + 2)
kT_root = brentq(lambda t: lowest_transposed(A_eV, t), 0.004, 0.05,
                 xtol=1e-14)
assert abs(kT_root - kT_star) < 1e-10
for kT in np.geomspace(0.0005, 1.0, 40):
    assert lowest_transposed(-A_eV, kT) > 0
k_eV = physical_constants["Boltzmann constant in eV/K"][0]

R = weight_matrix_6j(j, 0.5)
print("Spins 3/2 and 1/2; low = total spin 1, high = total spin 2")
print(f"R low,low   = {R[0, 0]:.4f}   R low,high  = {R[0, 1]:.4f}")
print(f"R high,low  = {R[1, 0]:.4f}   R high,high = {R[1, 1]:.4f}")
print(f"threshold weight of low multiplet = {edge:.4f}")
print(f"coupling A = {A_eV:.4f} eV")
print(f"energy of low multiplet = {levels[0]:.5f} eV")
print(f"energy of high multiplet = {levels[-1]:.5f} eV")
print(f"multiplet gap = {gap:.4f} eV")
print(f"threshold kT, formula = {kT_star:.6f} eV")
print(f"threshold kT, root of lowest eigenvalue = {kT_root:.6f} eV")
print(f"threshold temperature = {kT_star / k_eV:.1f} K")
print("kT (eV), weight p, reversed weight p', negativity (no unit)")
for kT in (0.005, 0.010, 0.015, 0.020):
    rho = thermal_state(A_eV, kT)
    p = np.trace(P_low @ rho).real
    p_formula = 2 * j / (2 * j + (2 * j + 2) * np.exp(-gap / kT))
    assert abs(p - p_formula) < 1e-12
    p_rev = np.trace(P_low @ partial_reversal(rho, j, 0.5)).real
    ev = np.linalg.eigvalsh(partial_transpose(rho, 4, 2))
    negativity = abs(ev[ev < 0].sum())
    print(f"{kT:.3f}  {p:.5f}  {p_rev:.5f}  {negativity:.5f}")

# Explicit separable form of the thermal state at the last temperature
q = p / edge
rebuilt = q * direction_average(j, -1) + (1 - q) * direction_average(j, +1)
rebuild_error = np.abs(rebuilt - rho).max()
assert 0 <= q <= 1 and rebuild_error < 1e-11
print(f"antiparallel fraction at kT = {kT:.3f} eV: {q:.5f}")
print(f"parallel fraction at kT = {kT:.3f} eV: {1 - q:.5f}")

# Two spins 3/2: positive after partial reversal, yet entangled
P0, P1, P2, P3 = projectors(1.5, 1.5)
V = reversal_matrix(1.5)
for _ in range(200):
    b = rng.normal(size=4) + 1j * rng.normal(size=4)
    b /= np.linalg.norm(b)
    B = np.outer(b, b.conj())
    assert abs(b.conj() @ V @ b.conj()) < 1e-12
    assert np.linalg.eigvalsh(np.eye(4) - B - V @ B.T @ V.conj().T)[0] > -1e-12


def pair_state(lam):
    return lam * P0 + (1 - lam) * (P1 + P3) / 10


def witness_image(rho):
    reduced = np.trace(rho.reshape(4, 4, 4, 4), axis1=1, axis2=3)
    return np.kron(reduced, np.eye(4)) - rho - partial_reversal(rho, 1.5, 1.5)


def lowest_reversed(lam):
    return np.linalg.eigvalsh(partial_reversal(pair_state(lam), 1.5, 1.5))[0]


lam_edge = brentq(lowest_reversed, 0.05, 0.5, xtol=1e-14)
assert abs(lam_edge - 1 / 6) < 1e-10
for lam in (0.01, 0.10, 0.16):
    assert lowest_reversed(lam) > 0
    image = witness_image(pair_state(lam))
    assert abs(np.trace(P0 @ image).real + lam / 2) < 1e-11
    assert abs(np.linalg.eigvalsh(image)[0] + lam / 2) < 1e-11
lam = 0.10
print("Two spins 3/2, singlet weight lambda")
print(f"largest lambda with positive partial reversal = {lam_edge:.5f}")
print(f"lambda = {lam:.2f}: lowest eigenvalue after partial reversal = "
      f"{lowest_reversed(lam):.5f}")
print(f"lambda = {lam:.2f}: lowest eigenvalue after positive map Phi = "
      f"{np.linalg.eigvalsh(witness_image(pair_state(lam)))[0]:.5f}")
print(f"spin pairs compared with the 6j formula = {len(pairs)}")
print("OK")
```

It prints:

```
Spins 3/2 and 1/2; low = total spin 1, high = total spin 2
R low,low   = -0.2500   R low,high  = 0.7500
R high,low  = 1.2500   R high,high = 0.2500
threshold weight of low multiplet = 0.7500
coupling A = 0.0100 eV
energy of low multiplet = -0.01250 eV
energy of high multiplet = 0.00750 eV
multiplet gap = 0.0200 eV
threshold kT, formula = 0.012427 eV
threshold kT, root of lowest eigenvalue = 0.012427 eV
threshold temperature = 144.2 K
kT (eV), weight p, reversed weight p', negativity (no unit)
0.005  0.97038  -0.22038  0.22038
0.010  0.81595  -0.06595  0.06595
0.015  0.69477  0.05523  0.00000
0.020  0.61991  0.13009  0.00000
antiparallel fraction at kT = 0.020 eV: 0.82655
parallel fraction at kT = 0.020 eV: 0.17345
Two spins 3/2, singlet weight lambda
largest lambda with positive partial reversal = 0.16667
lambda = 0.10: lowest eigenvalue after partial reversal = 0.02000
lambda = 0.10: lowest eigenvalue after positive map Phi = -0.05000
spin pairs compared with the 6j formula = 7
OK
```
